# Weibull slope and area scaling in a five-cell percolation model

## Problem

A thin oxide film under constant electrical stress gradually accumulates defects. Divide the film into cubic cells of edge \(a\), stacked in \(N\) vertical columns of \(n=5\) cells each, so that every column joins one electrode to the other. Under stress, a cell that has become defective remains so. At time \(t\) each cell is defective with probability

\[
\lambda(t)=\left(\frac{t}{\tau}\right)^{\alpha},\qquad \alpha=0.4,\qquad 0\le t\le\tau ,
\]

independently of all other cells. The time \(\tau\) depends on the material, the temperature and the stress. The oxide breaks down as soon as all five cells of any one column are defective. Paths that step sideways from one column to another are not counted.

1. Find the fraction \(F(t)\) of devices that have failed by time \(t\), and the slope of the Weibull plot, in which \(W=\ln[-\ln(1-F)]\) is drawn against \(\ln t\).
2. The area is made a hundred times larger, with thickness, temperature and stress unchanged. By what factor does the lifetime fall, if lifetime means the time at which a given fraction of devices has failed? What part of the lifetime is lost?
3. Take \(a=1\) nm, \(\tau=10^{12}\) s, and areas of \(10^{-10}\) m² and \(10^{-8}\) m². Find the times at which 63.2 % and 0.01 % of the devices have failed. What fraction of the large devices has failed when 0.01 % of the small ones have?
4. How do the slope and the area factor change if a column has three cells? How do they change if the power law describes the mean number of defects per cell, instead of the probability that a cell is defective?

## Solution

### 1. Failed fraction and Weibull slope

A column conducts if its first cell is defective, and its second, and so on up to the \(n\)th. The cells are independent, so the probabilities multiply:

\[
q(t)=\lambda^n=\left(\frac{t}{\tau}\right)^{n\alpha}.
\]

A given column is still insulating with probability \(1-q\). The device survives if all \(N\) columns are insulating. The columns share no cells and are therefore independent, which gives

\[
1-F(t)=(1-q)^N .
\]

This is the failed fraction of the model for any \(N\). To obtain the Weibull ordinate, take the logarithm and change its sign,

\[
-\ln(1-F)=N\,[-\ln(1-q)],
\]

and then take the logarithm again:

\[
W=\ln N+\ln[-\ln(1-q)].
\]

For small \(q\), the series \(-\ln(1-q)=q+q^2/2+\dots\) gives

\[
W=\ln N+\ln q+\ln\!\left(1+\frac q2+\dots\right)
 =\ln N+n\alpha\ln\frac t\tau+\frac q2+\dots
\]

When \(q\ll1\), the last term can be dropped. The plot is then a straight line of slope

\[
\beta=n\alpha=5\times0.4=2 .
\]

The two factors have different origins. The five comes from the coincidence required for breakdown: five defects must lie in one column, so the probability of a conducting column rises as the fifth power of \(\lambda\). The factor 0.4 converts a change in defect probability into a change in time. If the defect probability grew linearly with time, the same geometry would give a slope of 5.

The size of the neglected term follows from the exact local slope. Write \(L=-\ln(1-q)\), so that \(dL/dq=1/(1-q)\). Since \(q\) is proportional to \(t^{\beta}\), we have \(dq/d\ln t=\beta q\), and the chain rule gives

\[
\frac{dW}{d\ln t}=\frac1L\,\frac{dL}{dq}\,\frac{dq}{d\ln t}
=\frac{\beta q}{(1-q)\,[-\ln(1-q)]}.
\]

In the denominator, \((1-q)(q+q^2/2+\dots)=q-q^2/2+\dots\), so the local slope is \(\beta(1+q/2+\dots)\). It exceeds \(\beta\) by a relative amount of about \(q/2\).

It remains to see how large \(q\) is when devices fail. From \(-\ln(1-F)=N[-\ln(1-q)]\),

\[
q=1-(1-F)^{1/N}\approx\frac{-\ln(1-F)}{N}
\qquad\text{if } -\ln(1-F)\ll N .
\]

At \(F=1-1/e\), or 63.2 %, this is \(q\approx1/N\). A device with many columns therefore breaks down while each single column is still very unlikely to conduct. This is what justifies the straight line. For a device of only a few columns \(q\) is not small at that point, and the plot is curved.

With \(-\ln(1-q)\approx q\), the failed fraction takes the Weibull form:

\[
F(t)=1-\exp\!\left[-N\left(\frac t\tau\right)^{\beta}\right]
=1-\exp\!\left[-\left(\frac{t}{t_{63}}\right)^{\beta}\right],
\qquad t_{63}=\tau N^{-1/\beta}.
\]

The second form follows by setting \(N(t/\tau)^\beta=(t/t_{63})^\beta\). At \(t=t_{63}\) the exponent is \(-1\), so \(F=1-1/e\).

The slope also fixes how the risk changes with age. The failure rate among surviving devices is

\[
h(t)=-\frac{d}{dt}\ln(1-F)=\frac{\beta}{t_{63}}\left(\frac{t}{t_{63}}\right)^{\beta-1}
=\frac{2t}{t_{63}^2}\quad\text{for }\beta=2 .
\]

The rate grows in proportion to time. This is wear-out: an old surviving device is more likely to fail in the next hour than a new one. New defects appear ever more slowly, since \(d\lambda/dt\propto t^{-0.6}\), but while \(\lambda\ll1\) the number of columns that lack only one defect grows as \(\lambda^4\propto t^{1.6}\). The product of the two grows as \(t\).

### 2. Lifetime and area

To find the time \(t_F\) at which a fraction \(F\) has failed, solve the Weibull form for \(t\):

\[
\left(\frac{t_F}{t_{63}}\right)^{\beta}=-\ln(1-F)
\quad\Longrightarrow\quad
t_F=\tau N^{-1/\beta}\,[-\ln(1-F)]^{1/\beta}.
\]

The number of columns is \(N=A/a^2\), where \(A\) is the area. Let the subscripts S and L denote the small and the large device. At the same \(F\), the factors \(\tau\), \(a\) and \([-\ln(1-F)]^{1/\beta}\) are common to both and cancel:

\[
\frac{t_{F,\rm S}}{t_{F,\rm L}}
=\left(\frac{N_{\rm L}}{N_{\rm S}}\right)^{1/\beta}
=\left(\frac{A_{\rm L}}{A_{\rm S}}\right)^{1/\beta}
=100^{1/2}=10 .
\]

The lifetime is divided by 10, and the fraction lost is

\[
1-\frac{t_{F,\rm L}}{t_{F,\rm S}}=1-\frac1{10}=0.90,
\]

or 90 %. Within the Weibull form the factor does not depend on which failed fraction is chosen. The whole distribution is compressed in time by a factor of ten, so the mean lifetime falls by the same factor.

On the Weibull plot, the larger area raises the line by \(\ln100\), because \(W\) contains \(\ln N\). A line of slope 2 raised by \(\ln100\) reaches a given height earlier by

\[
\Delta\ln t=\frac{\ln100}{2}=\ln10 .
\]

The result can also be followed through the defects. At a given \(F\), the product \(N\lambda^5\) is fixed. A hundred times more columns means that \(\lambda\) at breakdown is lower by \(100^{1/5}\approx2.51\). Time varies as \(\lambda^{1/\alpha}=\lambda^{2.5}\), so it falls by \((100^{1/5})^{2.5}=100^{1/2}=10\). The slow growth of the defect probability turns a modest change in \(\lambda\) into a large change in time.

Two limits show what the slope does. For \(\beta=1\) the failure rate is constant in time, and the lifetime is inversely proportional to the area, so here it falls by a factor of 100. For \(\beta\to\infty\) the factor \(100^{1/\beta}\) tends to 1: all devices fail at nearly the same time, and area hardly matters. The area penalty measures the spread of the breakdown times, since a large device fails at the weakest of its many columns.

The formula \(t_{63}=\tau N^{-1/2}\) also tells what would restore the lifetime. The large device lasts as long as the small one did if \(\tau\) is made ten times longer, for example by a lower stress, provided that \(\alpha\) stays the same.

### 3. Numerical example

The oxide is \(5\times1\) nm \(=5\) nm thick. One column covers \(a^2=10^{-18}\) m², so the numbers of columns are

\[
N_{\rm S}=\frac{10^{-10}}{10^{-18}}=10^{8},\qquad
N_{\rm L}=\frac{10^{-8}}{10^{-18}}=10^{10}.
\]

The 63.2 % lifetimes follow from \(t_{63}=\tau N^{-1/2}\):

\[
t_{63,\rm S}=\frac{10^{12}\ \text{s}}{10^{4}}=10^{8}\ \text{s},\qquad
t_{63,\rm L}=\frac{10^{12}\ \text{s}}{10^{5}}=10^{7}\ \text{s}.
\]

These are about 3.17 years and 0.317 years. At those times the fractions of defective cells are

\[
\lambda_{\rm S}=\left(\frac{10^{8}}{10^{12}}\right)^{0.4}=10^{-1.6}=0.0251,
\qquad
\lambda_{\rm L}=\left(\frac{10^{7}}{10^{12}}\right)^{0.4}=10^{-2}=0.0100 .
\]

The small oxide typically breaks down when only about 2.5 % of its cells are defective, and the large one at 1 %. The film as a whole is far from full of defects; one unlucky column is enough. The expected number of conducting columns in the small device at \(t_{63}\) is \(N_{\rm S}\lambda_{\rm S}^5=10^8\times10^{-8}=1\), and in the large device it is \(10^{10}\times10^{-10}=1\). The column probability is thus \(q\approx10^{-8}\) in the small device, and the relative correction to its slope, \(q/2\), is about \(5\times10^{-9}\).

For a failed fraction of 0.01 %, \(F=10^{-4}\) and \(-\ln(1-F)\approx10^{-4}\). Its square root is \(10^{-2}\), so

\[
t_{F,\rm S}=10^{8}\ \text{s}\times10^{-2}=10^{6}\ \text{s},\qquad
t_{F,\rm L}=10^{7}\ \text{s}\times10^{-2}=10^{5}\ \text{s}.
\]

The ratio is again 10. The step from 63.2 % to 0.01 % costs a further factor of 100 in time for each device. A lifetime must therefore be quoted together with both its area and its failed fraction.

The last question compares the devices at the same time instead of at the same failed fraction. The large device is equivalent to 100 independent small ones, all of which must survive:

\[
1-F_{\rm L}(t)=[1-F_{\rm S}(t)]^{100}.
\]

At \(t=10^6\) s, when \(F_{\rm S}=10^{-4}\),

\[
F_{\rm L}=1-(1-10^{-4})^{100}=0.00995 .
\]

About 1 % of the large devices have failed. The failed fraction has grown almost a hundredfold, although the lifetime has fallen only tenfold. Both statements describe the same shift of the Weibull line, one read vertically and the other horizontally. The growth is slightly less than a hundredfold because a large device that contains two failed parts still counts as one failure.

### 4. Two changes to the model

**Three cells per column.** Keep the cell size and \(\alpha\), and set \(n=3\). Then

\[
\beta=3\times0.4=1.2,\qquad
\frac{t_{F,\rm S}}{t_{F,\rm L}}=100^{1/1.2}=10^{5/3}\approx46.4 .
\]

The lifetime loss is \(1-1/46.4\approx0.978\), or 97.8 %. Fewer defects have to coincide, so the breakdown times are more widely spread and the weakest column of a large device fails much earlier than that of a small one. In this model a thinner oxide is more sensitive to area. The value of \(\tau\) may well differ between the two thicknesses, but it cancels from the area factor, which compares devices of equal thickness.

**Power law for the mean number of defects.** Suppose that defects fall into the cells at random, so that the number in a cell follows a Poisson distribution with mean

\[
x(t)=\left(\frac t\tau\right)^{\alpha}.
\]

A cell is free of defects with probability \(e^{-x}\), and therefore defective with probability

\[
\lambda=1-e^{-x}=x-\frac{x^2}{2}+\dots
\]

This is smaller than \(x\), because a second defect in the same cell has no further effect. With \(q=\lambda^n\ll1\), the ordinate becomes

\[
W\approx\ln N+n\ln(1-e^{-x}).
\]

Since \(dx/d\ln t=\alpha x\), differentiation gives

\[
\frac{dW}{d\ln t}=n\,\frac{e^{-x}}{1-e^{-x}}\,\alpha x
=\beta\,\frac{x}{e^{x}-1}\approx\beta\left(1-\frac x2\right).
\]

The last step uses \(e^x-1=x(1+x/2+\dots)\). The correction is now of first order in \(x\), not in the far smaller \(q\), so it can be seen in the numbers.

At the 63.2 % point the condition \(N\lambda^5=1\) is unchanged, and so are the values \(\lambda_{\rm S}=0.0251\) and \(\lambda_{\rm L}=0.0100\). What changes is the time at which they are reached. Inverting \(\lambda=1-e^{-x}\) gives \(x=-\ln(1-\lambda)\), hence

\[
x_{\rm S}=0.0254,\qquad x_{\rm L}=0.01005 .
\]

The local slope for the small device is \(2(1-0.0254/2)\approx1.975\). Because \(t=\tau x^{1/\alpha}\), the area factor is

\[
\frac{t_{63,\rm S}}{t_{63,\rm L}}=\left(\frac{x_{\rm S}}{x_{\rm L}}\right)^{2.5}\approx10.2 ,
\]

which corresponds to a loss of 90.2 %. The factor exceeds 10 because the slope is a little below 2, so the same vertical shift \(\ln100\) needs a slightly longer horizontal one. At the 63.2 % point the two readings of the defect law differ, for these parameters, by about 1 % in slope and 2 % in the area factor. Since the line is now slightly curved, the factor depends on the failed fraction: at 0.01 %, where \(x_{\rm S}\approx0.0040\), the slope is 1.996 and the factor 10.03. The difference grows when breakdown occurs at a larger \(x\), as it does for smaller areas.

### Where the area rule fails

The factor of ten follows from the product rule \(1-F_{\rm L}=(1-F_{\rm S})^{100}\) and from a straight Weibull line of slope 2. The product rule requires the added area to be statistically identical to the original and independent of it. If defects cluster over distances comparable to the device size, or if the oxide thickness varies from one device to another, the parts of a large device no longer fail independently and the product rule need not hold. The factor in time is more robust than the product rule: if only \(\tau\) varies from device to device, with the same spread for both areas, every breakdown time still scales as \(N^{-1/\beta}\) and the factor remains ten. If the number of cells \(n\) varies, so does \(\beta\), and the factor changes and depends on \(F\). If some devices contain flaws from manufacture, the early part of the distribution can have a different slope, and the value 2 must not be used there. The rule also compares areas under the same stress: if the larger device sees a different field or temperature, \(\tau\) no longer cancels. Finally, the model leaves out paths that step sideways between columns. Counting them adds ways to fail, so it can only shorten the lifetimes found in part 3, and it can also change the slope and the area factor. The effect on the times can be large. If each of the four steps from one layer to the next may also go to one of the eight diagonal neighbours, there are \(9^4=6561\) five-cell paths per starting cell instead of one, and to leading order in \(\lambda\) the lifetimes shrink by \(6561^{1/2}=81\). The model also equates the first conducting path with failure. In real oxides only a few nanometres thick that first path is often a soft breakdown whose current grows gradually, so a circuit can fail later and with different statistics.

Numbers in the example were calculated in double precision.
